# Ehrenfest's relation for a stressed ferroelectric with a second-order transition: a program that tests the result

```python
# Result under test: for a uniaxial second-order ferroelectric under axial
# stress (tension positive), at zero field,
#     dTc/dstress = 2 Q / a0 = - Tc * (jump of alpha) / (jump of C),
# jump = ferroelectric minus paraelectric value.
# Energy per volume beyond the paraelectric part:
#     g = a0 (T-T0) P^2/2 + b P^4/4 + c6 P^6/6 - Q stress P^2
# P polarization, Q electrostriction, alpha axial thermal expansion at
# constant stress, C heat capacity per volume at constant stress.
# All internal quantities are in SI units.
import numpy as np
from scipy.constants import k as k_B, epsilon_0
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

# Round model parameters, rough regime of lithium tantalate
T0 = 900.0             # K
a0 = 1.0e6             # J m C^-2 K^-1
b4 = 2.4e9             # J m^5 C^-4
Q33 = 0.02             # m^4 C^-2
compliance_para = 4.0e-12   # 1/Pa
alpha_para = 4.0e-6         # 1/K
C_para = 3.0e6              # J m^-3 K^-1
load = -100.0e6             # Pa, compression
T_use = 300.0               # K

# Trial sizes of neglected effects
c6_trial = 1.0e9       # J m^9 C^-6
drift_trial = 1.0e-3   # relative change of Q per K
nonlin_trial = 10.0    # relative change of Q per unit elastic strain
E_bias = 1.0e5         # V/m
kappa = 1.0e-10        # gradient coefficient, J m^3 C^-2
eps_background = 10.0  # permittivity without the soft mode


def close(value, target, rel):
    return abs(value - target) <= rel * abs(target)


def ground(T, stress, Q=Q33, b=b4, c6=0.0, drift=0.0, nonlin=0.0):
    """Lowest excess energy and the P^2 at which it occurs."""
    Q_now = Q * (1 + drift * (T - T0))
    Q_now *= 1 + nonlin * compliance_para * stress
    A = a0 * (T - T0) - 2 * Q_now * stress
    candidates = [0.0]
    for root in np.roots([c6, b, A]):
        if np.imag(root) == 0 and np.real(root) > 0:
            candidates.append(float(np.real(root)))
    energies = [A*y/2 + b*y*y/4 + c6*y**3/6 for y in candidates]
    best = int(np.argmin(energies))
    return energies[best], candidates[best]


def transition(stress, **model):
    """Temperature where the lowest state loses its polarization."""
    low, high = T0 - 50, T0 + 50
    assert ground(low, stress, **model)[1] > 0
    assert ground(high, stress, **model)[1] == 0
    for _ in range(60):
        middle = (low + high) / 2
        if ground(middle, stress, **model)[1] > 0:
            low = middle
        else:
            high = middle
    return (low + high) / 2


def line_slope(stress, **model):
    d = 1.0e6
    return (transition(stress + d, **model)
            - transition(stress - d, **model)) / (2 * d)


def responses(energy, T, stress, dT=0.004, ds=1.0e5):
    """Excess heat capacity, expansion and compliance from g alone."""
    g = energy
    mid = g(T, stress)
    g_TT = (g(T+dT, stress) - 2*mid + g(T-dT, stress)) / dT**2
    g_ss = (g(T, stress+ds) - 2*mid + g(T, stress-ds)) / ds**2
    g_Ts = (g(T+dT, stress+ds) - g(T+dT, stress-ds)
            - g(T-dT, stress+ds) + g(T-dT, stress-ds)) / (4*dT*ds)
    return np.array([-T * g_TT, -g_Ts, -g_ss])


def jumps(energy, Tc, stress):
    """One-sided limits at Tc, extrapolated linearly from each side."""
    h = 0.02
    below = (2*responses(energy, Tc-h, stress)
             - responses(energy, Tc-2*h, stress))
    above = (2*responses(energy, Tc+h, stress)
             - responses(energy, Tc+2*h, stress))
    return below - above


# Simple model at zero stress
def g_simple(T, stress):
    return ground(T, stress)[0]


Tc_free = transition(0.0)
slope = line_slope(0.0)
dC, dalpha, dcompl = jumps(g_simple, Tc_free, 0.0)
ratio_1 = -Tc_free * dalpha / dC
ratio_2 = -dcompl / dalpha
assert close(slope, 2 * Q33 / a0, 1e-6)
assert close(dC, Tc_free * a0**2 / (2*b4), 1e-5)
assert close(dalpha, -Q33 * a0 / b4, 1e-5)
assert close(dcompl, 2 * Q33**2 / b4, 1e-5)
assert close(ratio_1, slope, 1e-5) and close(ratio_2, slope, 1e-5)
assert close(dC * dcompl, Tc_free * dalpha**2, 1e-5)

# Excess entropy and strain from first derivatives, 1 K below Tc
T_test = T0 - 1
y_test = ground(T_test, 0.0)[1]
entropy = -(g_simple(T_test+.01, 0) - g_simple(T_test-.01, 0)) / .02
strain = -(g_simple(T_test, 1e5) - g_simple(T_test, -1e5)) / 2e5
assert close(entropy, -a0 * y_test / 2, 1e-6)
assert close(strain, Q33 * y_test, 1e-6)

# Under load: simple model and a model with every trial correction
Tc_load = transition(load)
dC_load, dalpha_load, _ = jumps(g_simple, Tc_load, load)
ratio_load = -Tc_load * dalpha_load / dC_load
assert close(ratio_load, line_slope(load), 1e-5)
full = dict(c6=c6_trial, drift=drift_trial, nonlin=nonlin_trial)
Tc_full = transition(load, **full)
slope_full = line_slope(load, **full)
jump_full = jumps(lambda T, s: ground(T, s, **full)[0], Tc_full, load)
ratio_full = -Tc_full * jump_full[1] / jump_full[0]
assert close(ratio_full, slope_full, 1e-5)
assert close(-jump_full[2] / jump_full[1], slope_full, 1e-5)
assert not close(slope_full, 2 * Q33 / a0, 1e-3)

# Pressure form: volume expansion is +d2g/dTdp
Q_hydro = 0.01


def g_pressure(T, p):
    return ground(T, -p, Q=Q_hydro)[0]


jump_p = jumps(g_pressure, T0, 0.0)
dalpha_volume = -jump_p[1]
slope_p = (transition(-1e6, Q=Q_hydro)
           - transition(1e6, Q=Q_hydro)) / 2e6
assert close(T0 * dalpha_volume / jump_p[0], slope_p, 1e-5)
assert close(slope_p, -2 * Q_hydro / a0, 1e-5)

# First-order case: entropy and strain jump, Clausius-Clapeyron holds
first = dict(b=-b4/10, c6=c6_trial)
Tc_first = transition(0.0, **first)
T_in = Tc_first - 0.05


def g_first(T, s):
    return ground(T, s, **first)[0]


entropy_jump = -(g_first(T_in+.01, 0) - g_first(T_in-.01, 0)) / .02
strain_jump = -(g_first(T_in, 1e5) - g_first(T_in, -1e5)) / 2e5
assert ground(T_in, 0.0, **first)[1] > 0.1
assert entropy_jump < -1e4
assert close(-strain_jump / entropy_jump, line_slope(0.0, **first), 1e-5)


# Bias field: steps become round, their ratio should survive
def g_bias(T, stress):
    A = a0 * (T - T0) - 2 * Q33 * stress
    P = brentq(lambda p: A*p + b4*p**3 - E_bias, 0.0, 1.0, xtol=1e-15)
    return A*P**2/2 + b4*P**4/4 - E_bias*P


def bias_response(T):
    return responses(g_bias, T, 0.0, dT=0.05, ds=1.25e6)


for T in (T0 - 5, T0, T0 + 5):
    C_x, alpha_x, _ = bias_response(T)
    assert close(-T * alpha_x / C_x, 2 * Q33 / a0, 1e-4)


def step_fraction(T):
    return bias_response(T)[0] / T / (a0**2 / (2*b4))


T_90 = brentq(lambda T: step_fraction(T) - 0.9, T0 - 40, T0, xtol=1e-6)
T_10 = brentq(lambda T: step_fraction(T) - 0.1, T0, T0 + 40, xtol=1e-6)
width = T_10 - T_90
scale = b4**(1/3) * E_bias**(2/3) / a0
width_formula = scale * (17 * 18**(-2/3) + 7/9 * 4.5**(2/3))
assert close(width, width_formula, 1e-3)

# Gaussian fluctuation heat capacity 1 K above Tc; no wave-vector cutoff
A_1K = a0 * 1.0
dipolar = 1 / (epsilon_0 * eps_background)
T_fl = T0 + 1.0
prefactor = k_B * T_fl**2 * a0**2 / (16 * np.pi * kappa**1.5)
C_short = prefactor / np.sqrt(A_1K)
C_dip = prefactor * np.arcsinh(np.sqrt(dipolar/A_1K)) / np.sqrt(dipolar)


def mode_sum(D):
    """Integral of d3k/(2 pi)^3 over 1/(A + kappa k^2 + D u^2)^2."""
    def over_k(u):
        gap = 1 + D / A_1K * u*u
        return quad(lambda q: q*q / (gap + q*q)**2, 0, np.inf,
                    epsabs=1e-11, epsrel=1e-8, limit=200)[0]
    total = quad(over_k, 0, 1, points=[0.01, 0.1], epsrel=1e-7)[0]
    return total / (2*np.pi**2) / (kappa**1.5 * np.sqrt(A_1K))


weight = k_B * T_fl**2 * a0**2 / 2
assert close(weight * mode_sum(0.0), C_short, 1e-5)
assert close(weight * mode_sum(dipolar), C_dip, 1e-5)


# Clamped axial strain: direct minimization of the Helmholtz energy
def clamped_jump(expansion):
    stiffness = 1 / compliance_para

    def helmholtz(T):
        t = T - T0

        def f(y):
            elastic = stiffness / 2 * (expansion*t + Q33*y)**2
            return a0*t*y/2 + b4*y*y/4 + elastic
        best = minimize_scalar(f, bounds=(0, 0.01), method="bounded",
                               options={"xatol": 1e-12})
        return best.fun - f(0.0)
    d = 0.5
    second = (helmholtz(T0-2+d) - 2*helmholtz(T0-2)
              + helmholtz(T0-2-d)) / d**2
    value = -T0 * second
    a_eff = a0 + 2 * stiffness * Q33 * expansion
    b_eff = b4 + 2 * stiffness * Q33**2
    assert close(value, T0 * a_eff**2 / (2*b_eff), 1e-5)
    return value


clamped = clamped_jump(alpha_para)
clamped_no_expansion = clamped_jump(0.0)

# Drift of Q: ratio read 10 K below Tc instead of at Tc
C_d, alpha_d, _ = responses(
    lambda T, s: ground(T, s, drift=drift_trial)[0],
    T0 - 10, 0.0, dT=0.05, ds=1.0e6)
drift_error = -(T0 - 10) * alpha_d / C_d / (2*Q33/a0) - 1
assert close(drift_error, -2 * drift_trial * 10, 1e-3)

shift = Tc_load - Tc_free
shift_nonlin = transition(load, nonlin=nonlin_trial) - Tc_free
P_free = np.sqrt(ground(T_use, 0.0)[1])
P_load = np.sqrt(ground(T_use, load)[1])
P_sextic = np.sqrt(ground(T_use, 0.0, c6=c6_trial)[1])

print("INPUTS (round, rough lithium tantalate regime)")
print(f"T0 = {T0:.0f} K")
print(f"a0 = {a0:.2e} J m C^-2 K^-1")
print(f"b = {b4:.2e} J m^5 C^-4")
print(f"Q = {Q33:.3f} m^4 C^-2")
print(f"paraelectric compliance = {compliance_para*1e12:.1f} TPa^-1")
print(f"paraelectric expansion = {alpha_para*1e6:.1f} 1e-6/K")
print(f"background heat capacity = {C_para*1e-6:.2f} J cm^-3 K^-1")
print(f"applied stress = {load*1e-6:.0f} MPa")
print("RESULTS")
print(f"Tc at zero stress = {Tc_free:.3f} K")
print(f"jump of heat capacity = {dC*1e-6:.4f} J cm^-3 K^-1")
print(f"jump of expansion = {dalpha*1e6:.3f} 1e-6/K")
print(f"jump of compliance = {dcompl*1e12:.4f} TPa^-1")
print(f"2Q/a0 = {2*Q33/a0*1e6:.5f} K/MPa")
print(f"slope from transition search = {slope*1e6:.5f} K/MPa")
print(f"-Tc*jump(alpha)/jump(C) = {ratio_1*1e6:.5f} K/MPa")
print(f"-jump(compliance)/jump(alpha) = {ratio_2*1e6:.5f} K/MPa")
print(f"Tc under load = {Tc_load:.3f} K, shift = {shift:.3f} K")
print(f"jump of heat capacity, load = {dC_load*1e-6:.4f} J cm^-3 K^-1")
print(f"Ehrenfest ratio under load = {ratio_load*1e6:.5f} K/MPa")
print(f"P at {T_use:.0f} K, no stress = {P_free*100:.2f} uC/cm2")
print(f"P at {T_use:.0f} K, under load = {P_load*100:.2f} uC/cm2")
print("GENERAL MODEL UNDER LOAD (all trial corrections)")
print(f"slope from search = {slope_full*1e6:.5f} K/MPa")
print(f"Ehrenfest ratio = {ratio_full*1e6:.5f} K/MPa")
print("PRESSURE FORM AND FIRST-ORDER CASE")
print(f"trial Qh = {Q_hydro:.3f} m^4 C^-2")
print(f"dTc/dp = {slope_p*1e6:.5f} K/MPa")
print(f"first-order Tc (b = {-b4/10:.1e}) = {Tc_first:.2f} K")
print(f"its entropy jump = {entropy_jump*1e-6:.4f} J cm^-3 K^-1")
print("NEGLECTED EFFECTS")
print(f"bias field = {E_bias*1e-8:.4f} MV/cm")
print(f"10-90% width of rounded step = {width:.2f} K")
print(f"gradient coefficient = {kappa:.1e} J m^3 C^-2")
print(f"background permittivity = {eps_background:.0f} (relative)")
print(f"fluctuation C/jump, dipolar, 1 K above = {C_dip/dC*100:.1f} %")
print(f"same without dipolar force = {C_short/dC*100:.1f} %")
print(f"1% background error / jump of C = {0.01*C_para/dC*100:.1f} %")
print(f"clamped/free jump of C = {clamped/dC:.4f}")
print(f"same, zero para expansion = {clamped_no_expansion/dC:.4f}")
print(f"trial drift of Q = {drift_trial*100:.2f} %/K")
print(f"ratio error 10 K below Tc = {drift_error*100:.2f} %")
print(f"trial change of Q per unit strain = {nonlin_trial:.0f}")
print(f"shift with nonlinear Q = {shift_nonlin:.3f} K")
print(f"trial c6 = {c6_trial:.1e} J m^9 C^-6")
print(f"P at {T_use:.0f} K with c6 = {P_sextic*100:.2f} uC/cm2")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS (round, rough lithium tantalate regime)
T0 = 900 K
a0 = 1.00e+06 J m C^-2 K^-1
b = 2.40e+09 J m^5 C^-4
Q = 0.020 m^4 C^-2
paraelectric compliance = 4.0 TPa^-1
paraelectric expansion = 4.0 1e-6/K
background heat capacity = 3.00 J cm^-3 K^-1
applied stress = -100 MPa
RESULTS
Tc at zero stress = 900.000 K
jump of heat capacity = 0.1875 J cm^-3 K^-1
jump of expansion = -8.333 1e-6/K
jump of compliance = 0.3333 TPa^-1
2Q/a0 = 0.04000 K/MPa
slope from transition search = 0.04000 K/MPa
-Tc*jump(alpha)/jump(C) = 0.04000 K/MPa
-jump(compliance)/jump(alpha) = 0.04000 K/MPa
Tc under load = 896.000 K, shift = -4.000 K
jump of heat capacity, load = 0.1867 J cm^-3 K^-1
Ehrenfest ratio under load = 0.04000 K/MPa
P at 300 K, no stress = 50.00 uC/cm2
P at 300 K, under load = 49.83 uC/cm2
GENERAL MODEL UNDER LOAD (all trial corrections)
slope from search = 0.03937 K/MPa
Ehrenfest ratio = 0.03937 K/MPa
PRESSURE FORM AND FIRST-ORDER CASE
trial Qh = 0.010 m^4 C^-2
dTc/dp = -0.02000 K/MPa
first-order Tc (b = -2.4e+08) = 910.80 K
its entropy jump = -0.0902 J cm^-3 K^-1
NEGLECTED EFFECTS
bias field = 0.0010 MV/cm
10-90% width of rounded step = 13.25 K
gradient coefficient = 1.0e-10 J m^3 C^-2
background permittivity = 10 (relative)
fluctuation C/jump, dipolar, 1 K above = 6.0 %
same without dipolar force = 118.9 %
1% background error / jump of C = 16.0 %
clamped/free jump of C = 0.9984
same, zero para expansion = 0.9231
trial drift of Q = 0.10 %/K
ratio error 10 K below Tc = -2.00 %
trial change of Q per unit strain = 10
shift with nonlinear Q = -3.984 K
trial c6 = 1.0e+09 J m^9 C^-6
P at 300 K with c6 = 47.78 uC/cm2
ALL CHECKS PASSED
```
